# Flops per LOBPCG Iteration and the Cost of the Projected Eigenproblem

## Problem

The lowest $m$ eigenpairs of a real symmetric matrix $H$ are sought in an orthonormal basis of $n$ functions. The locally optimal block preconditioned conjugate gradient method (LOBPCG) keeps three blocks of $m$ columns each: the current approximate eigenvectors $X$, the preconditioned residuals $W$, and the previous search directions $P$. In each iteration it solves the eigenproblem of $H$ projected on the span of all $3m$ columns.

(a) Count the floating-point operations of one iteration, to leading order in each of its parts.

(b) By what factor is the projected problem of dimension $3m$ more expensive than a dense generalized eigenproblem of dimension $m$ solved by the same method?

(c) For which $m$ does the projected problem dominate, that is, cost more than everything else in the iteration?

(d) Evaluate the answers for $n=100000$, $m=1000$ and an operator that costs $h=500$ flops per row and vector. Consider one worker, and then 100 workers that share all operations on long vectors while the projected problem is solved by one of them.

## Conventions

Every addition, subtraction, multiplication, division or square root counts as one flop. Copying and changing a sign are free. Applying $H$ to one vector costs $hn$ flops. For a sparse matrix $h$ is about twice the number of nonzero elements per row; for a full matrix a row takes $n$ multiplications and $n-1$ additions, so $h=2n-1$.

The products $HX$ and $HP$ are stored, so that $H$ is applied only to $W$. The iteration is a general one, in which $P$ already exists. The $n\times 3m$ matrix $S=[X,W,P]$ must have independent columns, which requires

$$3m\le n .$$

Orthogonalization of $W$ and removal of converged bands are left out. The first would add work of order $nm^2$; the second would reduce the number of active columns.

## Solution of (a): the long-vector operations

**Residuals.** Let $\Theta$ be the diagonal matrix of current Ritz values and $T$ a diagonal preconditioner. Then

$$W=T(HX-X\Theta).$$

Scaling the columns of $X$, subtracting, and applying $T$ each cost $nm$ flops, together $3nm$. Forming $HW$ costs $hnm$.

**Projected matrices.** The iteration needs

$$A=S^{T}HS,\qquad G=S^{T}S .$$

Each consists of nine $m\times m$ blocks. By symmetry six are distinct. The $XX$ blocks are known from the preceding projected problem, since $X^THX=\Theta$ and $X^TX=I$. Five blocks in each matrix are formed here from the long vectors: $WX$, $WW$, $PX$, $PW$ and $PP$. One block has $m^2$ elements, each an inner product of length $n$ with $2n-1$ flops. Dropping the $-1$, which gives only terms of order $m^2$ without a factor $n$, the cost is

$$2\times5\times2nm^2=20nm^2 .$$

The symmetry inside $WW$ and $PP$ is not exploited here, as is the case when each block is formed by a general matrix product.

**Updates.** The projected problem is $AC=GC\Theta'$. Let $C$ now denote its $m$ lowest eigenvectors, normalized by $C^TGC=I$, and divide its rows into $C_X$, $C_W$, $C_P$. The new blocks are

$$P'=WC_W+PC_P,\qquad X'=XC_X+P' .$$

Since $X'=SC$, the normalization gives $X'^TX'=C^TGC=I$, and likewise $X'^THX'=C^TAC=\Theta'$. These are the properties used above for the $XX$ blocks. The $PX$ and $PP$ blocks could be obtained in the same way: $P'=SZ$, where $Z$ is $C$ with the rows $C_X$ set to zero, so that $P'^TX'=Z^TGC$, $P'^TP'=Z^TGZ$, and likewise with $A$ in place of $G$. At an extra cost of order $m^3$, this would leave three blocks per matrix and lower $20nm^2$ to $12nm^2$, and the coefficient 32 below to 24. The count in this text is for the version that forms all five blocks from the long vectors.

An element of each of the three matrix products takes $m$ multiplications and $m-1$ additions. Two further additions combine the products. For each of the $nm$ elements this gives

$$3(2m-1)+2=6m-1$$

flops. By linearity, $HP'$ and $HX'$ follow from $HW$, $HP$ and $HX$ with the same coefficients and at the same cost. The updates therefore take

$$2nm(6m-1)=12nm^2-2nm .$$

Adding the three parts gives

$$F_{\rm block}=(20+12)nm^2+(3+h-2)nm=32nm^2+(h+1)nm. \tag{1}$$

## Solution of (a): the projected eigenproblem

Let the projected problem have dimension $N$, and let $k$ eigenvectors be formed. A standard direct method has five stages. In each, $M$ is the number of rows left below the current one, running down from $N-1$. To leading order $\sum M^2=N^3/3$ and $\sum M=N^2/2$.

**1. Cholesky factorization,** $G=LL^T$ with $L$ lower triangular. After a column has been computed, its outer product is subtracted from the remaining lower triangle. That triangle has $M(M+1)/2$ elements, each needing a multiplication and a subtraction. The leading cost is $\sum M^2=N^3/3$.

**2. Reduction to standard form.** With $y=L^Tc$, the equation $Ac=\theta LL^Tc$ becomes $By=\theta y$, where $B=L^{-1}AL^{-T}$. To find $B$ column by column, split off the first row and column:

$$A=\begin{pmatrix}\alpha&a^T\\a&A_2\end{pmatrix},\quad
L=\begin{pmatrix}\lambda&0\\ \ell&L_2\end{pmatrix},\quad
B=\begin{pmatrix}\gamma&b^T\\b&B_2\end{pmatrix}.$$

Multiplying out $A=LBL^T$, and writing $u=L_2b$, gives

$$\alpha=\lambda^2\gamma,\qquad a=\lambda(\gamma\ell+u),$$

$$A_2=\gamma\ell\ell^T+\ell u^T+u\ell^T+L_2B_2L_2^T .$$

The first two equations yield $\gamma=\alpha/\lambda^2$ and $u=a/\lambda-\gamma\ell$. Define $s=u+\tfrac12\gamma\ell$. Then $\ell s^T+s\ell^T=\ell u^T+u\ell^T+\gamma\ell\ell^T$, so that

$$L_2B_2L_2^T=A_2-\ell s^T-s\ell^T .$$

This is the same problem with one dimension less. The subtraction takes four flops for each of $M(M+1)/2$ elements, or $2M^2$ to leading order. Solving $L_2b=u$ by forward substitution takes $\sum_{i=1}^{M}[2(i-1)+1]=M^2$ flops, because the $i$th unknown needs $i-1$ multiplications, as many subtractions, and one division. The sum is $\sum3M^2=N^3$.

**3. Tridiagonalization.** Let $x$ be the part of a column below the diagonal, and let $v=x\pm|x|e_1$, where $e_1$ is the first unit vector. The reflection $R=I-\beta vv^T$ with $\beta=2/(v^Tv)$ removes all but the first element of $x$: since $v^Tv=2(|x|^2\pm|x|x_1)=2v^Tx$, one has $\beta v^Tx=1$ and $Rx=x-v=\mp|x|e_1$.

The remaining block $D$ of the matrix changes to $RDR$. With $q=\beta Dv$,

$$RDR=D-vq^T-qv^T+\beta(v^Tq)vv^T=D-vw^T-wv^T,$$

$$w=q-\tfrac12\beta(v^Tq)v .$$

The product $Dv$ costs $2M^2$ flops, and the update of the lower triangle another $2M^2$. The sum is $\sum4M^2=\tfrac43N^3$.

**4. Tridiagonal eigensolver.** This is assumed to cost $O(N^2)$, as with the method of relatively robust representations, and is left out of the count. The constant in $O(N^2)$ is not small, so the omission is harmless only for large $N$; for $N$ up to a few hundred this stage can still take a sizeable part of the solver's running time. A solver with cubic cost would raise the coefficients below.

**5. Back-transformation.** Applying a reflection to a vector, $z-\beta v(v^Tz)$, takes $4M$ flops to leading order. All reflections together take $\sum4M=2N^2$ per vector. Solving $L^Tc=y$ takes $N^2$ more. For $k$ vectors this is $3N^2k$.

The total is

$$E(N,k)=\left(\tfrac13+1+\tfrac43\right)N^3+3N^2k=\tfrac83N^3+3N^2k. \tag{2}$$

For $N=3m$, the first term is $\tfrac83\cdot27m^3=72m^3$, and the second is $27m^2k$. LOBPCG uses only $k=m$ vectors, but a solver may form all $3m$:

$$E(3m,3m)=(72+81)m^3=153m^3,$$

$$E(3m,m)=(72+27)m^3=99m^3 .$$

With $c=153$ or $c=99$ accordingly, one iteration costs

$$F=32nm^2+(h+1)nm+cm^3. \tag{3}$$

## Solution of (b): the factor

The comparison is made with a generalized problem of dimension $m$, solved by the same five stages. A standard problem, with $G=I$, would skip stages 1 and 2 and the solution of $L^Tc=y$; it would cost $(\tfrac43+2)m^3=\tfrac{10}{3}m^3$ and give the larger factors 45.9 and 29.7. The generalized problem with all its vectors costs $E(m,m)=(\tfrac83+3)m^3=\tfrac{17}{3}m^3$. Therefore

$$\frac{E(3m,3m)}{E(m,m)}=\frac{153}{17/3}=27,\qquad
\frac{E(3m,m)}{E(m,m)}=\frac{99}{17/3}=\frac{297}{17}\approx17.5 .$$

The factor 27 is $3^3$. It holds to leading order when the same algorithm returns the same fraction of the eigenvectors in both problems. If only the needed third is formed in the large problem, the back-transformation is cheaper and the factor falls to 17.5.

At finite $m$ the lower-order terms matter. Every scalar operation of stages 1, 2, 3 and 5 is now kept. A Cholesky column takes one square root, $M$ divisions and $M(M+1)$ flops for the update, together $M^2+2M+1$. A column of stage 2 takes three flops for $\gamma$ and $\gamma/2$, $M$ for $a/\lambda$, $2M$ for $s=a/\lambda-\tfrac12\gamma\ell$, $2M(M+1)$ for the subtraction, $2M$ for $u=s-\tfrac12\gamma\ell$ and $M^2$ for the substitution, together $3M^2+7M+3$. A reflection, needed only for $M\ge2$, takes $2M$ flops for $|x|$, one for $v$, $2M$ for $\beta$, $2M^2$ for $q$, $4M+1$ for $w$ and $2M(M+1)$ for the update, together $4M^2+10M+2$. In stage 5 each vector takes exactly $4M$ flops per reflection and $N^2$ for the triangular solution. For $k=N$ this gives

$$E=\sum_{M=0}^{N-1}(4M^2+9M+4)+\sum_{M=2}^{N-1}(4M^2+10M+2)+N\sum_{M=2}^{N-1}4M+N^3 .$$

The first sum contains stages 1 and 2, the second stage 3, and the last two terms stage 5. With $\sum_{M=0}^{N-1}M=N(N-1)/2$ and $\sum_{M=0}^{N-1}M^2=N(N-1)(2N-1)/6$, this becomes, for $N\ge2$,

$$E=\tfrac16\left(34N^3+21N^2-37N-108\right).$$

The numerical check confirms this polynomial by counting operations in a running solver. It gives

$$27E(m,m)-E(3m,3m)=\frac{378m^2-888m-2808}{6}=63m^2-148m-468 .$$

At $m=4$ the right side is $1008-592-468=-52$, so the ratio lies slightly above 27; the counted value is 27.14. At larger $m$ the quadratic term wins and the ratio lies below 27: it is 26.22 at $m=8$, 26.45 at $m=16$ and 26.60 at $m=24$. The closeness at $m=4$ is a cancellation, not early convergence. These small corrections depend on how the algorithm is coded and exclude the tridiagonal eigensolver.

## Solution of (c): when the projected problem dominates

A factor of 27 between two small problems does not settle this question, because the long-vector operations carry a factor $n$. The comparison must be made with $F_{\rm block}$.

Let the long-vector operations run $p$ times faster than the projected solver. This describes $p$ equal workers that share the long vectors perfectly, without communication cost, while one worker solves the projected problem. For $p=1$ the comparison is one of flops. In units of the time per flop of one worker, the projected problem dominates if

$$cm^3>\frac{32nm^2+(h+1)nm}{p}.$$

Multiplying by $p$ and dividing by $m$, both positive, gives

$$pcm^2-32nm-(h+1)n>0 .$$

The quadratic on the left has roots whose product, $-(h+1)n/(pc)$, is negative. It therefore has one positive root, and the condition is $m>m^*$ with

$$m^*=\frac{32n+\sqrt{(32n)^2+4pc(h+1)n}}{2pc}. \tag{4}$$

The result counts only where $3m\le n$.

**Cheap operator.** If $h+1\ll32m$, the last term of the quadratic is negligible, and

$$\frac{m^*}{n}\approx\frac{32}{pc}.$$

For $p=1$ this is 0.209 with $c=153$ and 0.323 with $c=99$. The upper bound on $m/n$ is $1/3$. In flops, the projected problem thus dominates only when the $3m$ columns span a large part of the whole space. An iterative method then saves no flops over a direct diagonalization. At the threshold one iteration costs $2\cdot32nm^2$, which is $2.80n^3$ for $c=153$ and $6.69n^3$ for $c=99$. Stages 3 and 5 applied to $H$ itself give the same $m$ vectors for $\tfrac43n^3+2n^2m$, which is $1.75n^3$ and $1.98n^3$.

**Full matrix.** Here $h+1=2n$. Setting $x=m/n$ and $p=1$, and dividing the quadratic by $n^2$, gives $cx^2-32x-2>0$, or

$$x>\frac{16+\sqrt{256+2c}}{c}.$$

The threshold is 0.260 for $c=153$, which leaves a window below $1/3$. For $c=99$ it is 0.377, outside the allowed range. In this count, the projected problem then never dominates in flops. The statement rests on the coefficient 32. With 24 in its place, the root for $c=99$ is $(12+\sqrt{144+2c})/c=0.308$, inside the allowed range, before the extra work of order $m^3$ is assigned to either side. Counted with the projected problem, that work raises $c$ and lowers the root. Counted with the rest, it lowers the effective $c$; since $cx^2-24x-2=c/9-10$ at $x=1/3$, more than $9m^3$ of it moves the root outside the range again.

**Many workers.** The threshold falls as $1/p$ as long as the operator is cheap. If $p$ is so large that $4pc(h+1)n\gg(32n)^2$, the square root in (4) is governed by its second term, and $m^*\approx\sqrt{(h+1)n/(pc)}$, a slower decrease. The reason is that at such small $m$ the term $(h+1)nm$ outweighs $32nm^2$. The condition means $m^*\ll(h+1)/16$, so this regime is reached with $m^*\ge1$ only for large $h$, where that term is mainly the application of $H$. For $n=10^5$, $h=500$, $c=153$ and $p=10^4$, (4) gives 6.9 and the square-root form 5.7. At such small $m$ these numbers are rough. The polynomial in (b) exceeds $153m^3$ by only 2.7 % at $m=7$, but the tridiagonal eigensolver, left out of both, is not negligible at $N=21$.

As a direct check of dominance in flops, take $m=12$, $c=153$ and a tridiagonal $H$ with off-diagonal elements $-1$, which needs one multiplication and two subtractions per row, so that $h=3$. Equality of the two costs occurs at

$$n=\frac{cm^2}{32m+h+1}=\frac{153\cdot144}{388}=56.8 .$$

In a LOBPCG iteration in which all arithmetic except the tridiagonal eigensolver is counted, the projected problem takes 58.1 % of the flops at $n=42$ and 44.6 % at $n=72$, on the two sides of one half as predicted.

## Solution of (d): a numerical case

For $n=10^5$, $m=10^3$, $h=500$, the terms of (3) are

$$32nm^2=32\cdot10^{5}\cdot10^{6}=3200\ \text{Gflop},$$

$$(h+1)nm=501\cdot10^{5}\cdot10^{3}=50.1\ \text{Gflop},$$

$$153m^3=153\ \text{Gflop},\qquad 99m^3=99\ \text{Gflop}.$$

A generalized $m$-dimensional problem with all its vectors would cost 5.67 Gflop. With all vectors formed, the iteration takes $3200+50.1+153=3403$ Gflop, of which the projected problem is $153/3403=4.5\,\%$.

With 100 workers, each does $3250.1/100=32.5$ Gflop of long-vector work, while the projected problem still takes 153 Gflop on one worker. Its share of the elapsed time is

$$\frac{153}{153+32.5}=82.5\,\%.$$

The table gives the share at $m=1000$ and the threshold from (4). For $p=1$, the shares of time and of flops are the same under the assumption of equal speed per flop.

| Vectors formed | $p$ | Projected share of time | $m^*$ |
|---|---:|---:|---:|
| all $3m$ ($c=153$) | 1 | 4.5 % | 20931 |
| all $3m$ ($c=153$) | 100 | 82.5 % | 224 |
| lowest $m$ ($c=99$) | 1 | 3.0 % | 32339 |
| lowest $m$ ($c=99$) | 100 | 75.3 % | 338 |

On one worker, $m=1000$ is far below both thresholds. With $c=99$, the threshold is just below the largest permitted $m$, which is $n/3\approx33333$. On 100 workers, $m=1000$ is well above both thresholds. Forming only the needed vectors lowers the share from 82.5 % to 75.3 %, but does not remove the bottleneck. Within this model that requires a faster projected solver, for instance one that is itself shared among workers, or a smaller block.

The times assume equal speed per flop for all operations on a given worker. Real machines do not meet this assumption. Even on one worker the block matrix products usually run several times faster per flop than the projected eigensolver, so that the effective $p$ exceeds 1 and the projected share of time exceeds its share of flops. Memory traffic and communication change $p$ further. Equation (4) should then be used with the measured ratio of speeds instead of the number of workers. That ratio depends on $m$ and must be measured near the resulting $m^*$.

## Calculated quantities

```
LOBPCG check, n=40, m=3: iterations 13
  largest eigenvalue error (model units): 7.4e-10
Cubic coefficient, m problem, all vectors: 5.6667 flops/m^3
Cubic coefficient, 3m problem, all vectors: 153.0 flops/m^3
Cubic coefficient, 3m problem, m vectors: 99.0 flops/m^3
Limiting ratio, all vectors: 27.00
Limiting ratio, m vectors kept: 17.47
Counted ratio at m=4, all vectors: 27.14
Counted ratio at m=8, all vectors: 26.22
Counted ratio at m=16, all vectors: 26.45
Counted ratio at m=24, all vectors: 26.60
Predicted balance for m=12, h=3, c=153: n = 56.8
Counted projected share, m=12, n=42: 58.1 %
Counted projected share, m=12, n=72: 44.6 %
Large-m limit of m*/n, p=1, c=153: 0.2092
Large-m limit of m*/n, p=1, c=99: 0.3232
Dense H, p=1, c=153: m*/n = 0.2595
Dense H, p=1, c=99: m*/n = 0.3768 (bound 0.3333)
Example inputs: n=100000, m=1000, h=500 flops per row and vector
Workers on block operations: p=100
m-dimensional problem: 5.67 Gflop
Case c=153:
  Gram matrices and updates: 3200.0 Gflop
  H application and O(nm) work: 50.1 Gflop
  projected 3m problem: 153.0 Gflop
  total: 3403.1 Gflop
  projected share of flops: 4.50 %
  block work per worker: 32.50 Gflop
  projected share of time, p=100: 82.5 %
  threshold m*, p=1: 20930.7 bands
  threshold m*, p=100: 223.8 bands
Case c=99:
  Gram matrices and updates: 3200.0 Gflop
  H application and O(nm) work: 50.1 Gflop
  projected 3m problem: 99.0 Gflop
  total: 3349.1 Gflop
  projected share of flops: 2.96 %
  block work per worker: 32.50 Gflop
  projected share of time, p=100: 75.3 %
  threshold m*, p=1: 32338.9 bands
  threshold m*, p=100: 338.2 bands
```
